# Colour noise from overlapping pixel sensitivities after colour correction

An image sensor has blue, green and red pixels, indexed $i=1,2,3$ in that order. On a uniform patch they collect mean signals $x_i$, in electrons. Dividing each signal by its value on a white reference gives the white-balanced signals $z_i$. A fixed $3\times3$ colour-correction matrix $M$ then forms the colours $y=Mz$.

The scene spectra are mixtures of three fixed spectra, called primaries, and $y_j$ is the amount of primary $j$ relative to its amount in white. This restriction matters: three signals cannot fix an arbitrary spectrum. A matrix that is right for every spectrum requires target response curves that are linear combinations of the sensor's own curves.

Numbers refer to a silicon sensor with 1 µm pixels and rough typical parameters: sensitivities centred at 460, 530 and 600 nm, peak quantum efficiency $\eta=0.7$ and read noise $\sigma_r=1.5$ electrons. The sensitivities are Gaussians of standard deviation $w$, with $w=45$ nm (full width at half maximum 106 nm) as the main case. The primaries are Gaussians with the same centres and standard deviation $p=15$ nm. White supplies 3000 photons of each primary per pixel in 10 ms, an irradiance of 34 µW/cm² at the sensor.

## (a) From pixel noise to colour noise

**Find the covariance of $y$ for any covariance $\Sigma$ of $z$. Then find $\Sigma$ on the white patch for photon noise and read noise, and add a common fluctuation of the light.**

**Solution.** Write $\delta z=z-\langle z\rangle$. Since $M$ is fixed, $\delta y=M\,\delta z$, and

$$C=\langle\delta y\,\delta y^T\rangle=M\langle\delta z\,\delta z^T\rangle M^T=M\Sigma M^T .$$

This needs finite variances, not Gaussian noise. A further fixed linear map $T$ to display values gives $TCT^T$ by the same argument.

Suppose that the photon number $N$ in a narrow wavelength band is Poisson distributed with mean $\mu$, and that each photon is detected independently with probability $s$. One photon contributes the factor $1-s+st$ to the generating function of the detected number $n$, so

$$\langle t^n\rangle=\langle(1-s+st)^N\rangle=e^{\mu[(1-s+st)-1]}=e^{\mu s(t-1)} .$$

This is a Poisson distribution with mean $\mu s$. Sums of independent Poisson numbers are Poisson, so the full count has variance $x_i$. Independent read noise adds $\sigma_r^2$. Dividing by the white signal, which here equals $x_i$, gives

$$\Sigma=\mathrm{diag}(v_1,v_2,v_3),\qquad v_i=\frac{x_i+\sigma_r^2}{x_i^2},\qquad C_{kk}=\sum_i M_{ki}^2v_i .$$

A negative coefficient subtracts signal, but its square adds noise.

Now let the light fluctuate by a common factor $1+\epsilon$, with $\langle\epsilon\rangle=0$ and $\langle\epsilon^2\rangle=f^2$. The mean photon noise is unchanged, while the conditional means of all $z_i$ move together by $\epsilon$. Thus $\Sigma$ gains the term $f^2\mathbf 1\mathbf 1^T$, where $\mathbf 1=(1,1,1)^T$.

## (b) The matrix fixed by calibration

**Let $R_{ij}$ be the electrons in channel $i$ per photon of primary $j$. Find $M$ and its row sums. What happens to the common fluctuation?**

**Solution.** For photon numbers $c_j$ the signal is $x=Rc$. Let white have photon numbers $c^w$ and signals $x^w=Rc^w$. With $c_j=c^w_jy_j$,

$$z=By,\qquad B=\mathrm{diag}(1/x^w)\,R\,\mathrm{diag}(c^w).$$

If $B$ is invertible, recovering every mixture requires $M=B^{-1}$. Moreover,

$$B\mathbf 1=\mathrm{diag}(1/x^w)Rc^w=\mathbf 1\quad\Rightarrow\quad M\mathbf 1=\mathbf 1 .$$

Each row of $M$ sums to one, so white stays white. The common term becomes $M f^2\mathbf 1\mathbf 1^TM^T=f^2\mathbf 1\mathbf 1^T$: it passes unamplified. What $M$ amplifies is differences between channels.

Define the noise gain on white by $F_k=\sqrt{C_{kk}/\Sigma_{kk}}$. For independent pixels,

$$F_k^2=M_{kk}^2+\sum_{i\ne k}M_{ki}^2\frac{v_i}{v_k}\ \ge\ M_{kk}^2 ,$$

so a diagonal coefficient above one is enough to guarantee amplification.

## (c) Why overlap makes noise

**Express $C_{kk}$ through the raw signal change produced by a colour change $\Delta y$. Which change is hardest to see?**

**Solution.** Take $\Sigma$ positive definite and let $e_k$ be the unit vector of colour $k$. With $\Delta z=B\Delta y$,

$$\Delta y_k=e_k^TM\Delta z=\left(\Sigma^{1/2}M^Te_k\right)^T\left(\Sigma^{-1/2}\Delta z\right).$$

The Cauchy–Schwarz inequality gives

$$(\Delta y_k)^2\le\left(e_k^TM\Sigma M^Te_k\right)\left(\Delta z^T\Sigma^{-1}\Delta z\right)=C_{kk}\,\Delta z^T\Sigma^{-1}\Delta z .$$

Equality holds when the two vectors are parallel, that is, for $\Delta z\propto\Sigma M^Te_k$, or $\Delta y=M\Delta z\propto Ce_k$. Hence

$$C_{kk}=\max_{\Delta y\neq0}\frac{(\Delta y_k)^2}{(B\Delta y)^T\Sigma^{-1}(B\Delta y)} .$$

The noise in colour $k$ is large when some change with a sizeable $\Delta y_k$ hardly moves the raw signals, measured against their noise. Overlapping sensitivities create such changes: each primary then moves several channels by similar amounts, so raising one primary and lowering its neighbours partly cancels in the raw signals, and almost completely at strong overlap.

In the main case the least visible change with unit green component is $\Delta y=(-0.507,\,1,\,-0.507)$. It moves the raw signals by only $\Delta z=(-0.131,\,0.394,\,-0.131)$. The raw noise is 1.929 %, 1.733 % and 1.929 %, so the squared distance in noise units is

$$2\left(\frac{0.131}{0.01929}\right)^2+\left(\frac{0.394}{0.01733}\right)^2\approx 92+517=609 .$$

The green noise is therefore $1/\sqrt{609}\approx4.05\,\%$ of the white level.

## (d) Overlap integrals

**Calculate $R_{ij}$ for sensitivity centres $\lambda_i$ with equal spacing $d$.**

**Solution.** The primaries are normalized to one photon, so

$$R_{ij}=\frac{\eta}{\sqrt{2\pi}\,p}\int e^{-(\lambda-\lambda_i)^2/2w^2}\,e^{-(\lambda-\lambda_j)^2/2p^2}\,d\lambda .$$

Let $S^2=w^2+p^2$ and $m=(p^2\lambda_i+w^2\lambda_j)/S^2$. Completing the square gives

$$\frac{(\lambda-\lambda_i)^2}{w^2}+\frac{(\lambda-\lambda_j)^2}{p^2}=\frac{S^2}{w^2p^2}(\lambda-m)^2+\frac{(\lambda_i-\lambda_j)^2}{S^2}.$$

The remaining Gaussian integral is $\sqrt{2\pi}\,wp/S$. The limits may be extended to infinity because the primaries are narrow. With $\lambda_i-\lambda_j=(i-j)d$,

$$R_{ij}=\eta\frac wS\,q^{(i-j)^2},\qquad q=e^{-d^2/2S^2}.$$

The number $q$ measures the mixing: it is the response to a neighbouring primary divided by the response to the channel's own primary. For $w=45$ nm, $S=\sqrt{45^2+15^2}=47.4$ nm and $q=0.337$. The white green signal is

$$3000\times0.7\times\frac{45}{47.43}\times(1+2\times0.3366)\approx3330\ \text{electrons}.$$

## (e) The correction matrix in closed form

**Invert the mixing for a white with equal photon numbers in the primaries. Show that every channel becomes noisier, and evaluate the green noise.**

**Solution.** Let

$$Q=\begin{pmatrix}1&q&q^4\\q&1&q\\q^4&q&1\end{pmatrix},\qquad r=Q\mathbf 1=\begin{pmatrix}1+q+q^4\\1+2q\\1+q+q^4\end{pmatrix}.$$

The common factors cancel in the white balance, so $B=\mathrm{diag}(1/r)\,Q$ and $M=Q^{-1}\mathrm{diag}(r)$. Expanding the determinant along the first row,

$$\det Q=(1-q^2)-q(q-q^5)+q^4(q^2-q^4)=1-2q^2+2q^6-q^8=(1-q^2)^2(1-q^4).$$

The distinct cofactors are

$$\begin{aligned}
K_{11}&=1-q^2, & K_{22}&=1-q^8,\\
K_{12}&=-q(1-q^4), & K_{13}&=q^2(1-q^2).
\end{aligned}$$

The others follow from symmetry. Dividing by the determinant, and using $1-q^4=(1-q^2)(1+q^2)$ and $1-q^8=(1-q^4)(1+q^4)$,

$$Q^{-1}=\frac1{(1-q^2)^2}\begin{pmatrix}\frac1{1+q^2}&-q&\frac{q^2}{1+q^2}\\-q&1+q^4&-q\\\frac{q^2}{1+q^2}&-q&\frac1{1+q^2}\end{pmatrix}.$$

Column $j$ of $M$ is column $j$ of $Q^{-1}$ times $r_j$. Its diagonal is

$$M_{22}=\frac{(1+q^4)(1+2q)}{(1-q^2)^2},\qquad M_{11}=M_{33}=\frac{1+q+q^4}{(1-q^2)(1-q^4)} .$$

For $0<q<1$ the numerators exceed one and the denominators are below one. All diagonal coefficients therefore exceed one, and by part (b) every $F_k>1$.

For $w=45$ nm,

$$M=\begin{pmatrix}1.542&-0.716&0.175\\-0.578&2.155&-0.578\\0.175&-0.716&1.542\end{pmatrix}.$$

The green variance, in units of (per cent)², is

$$2.155^2\times1.733^2+2\times0.578^2\times1.929^2\approx13.9+2.5=16.4 ,$$

again giving 4.05 %. About 85 % of the variance comes from the enlarged green coefficient itself; the rest is imported from blue and red. The gain is $F_2=2.34$. In the photon-noise limit relative noise falls as the inverse square root of exposure, so undoing this gain by light alone takes $2.34^2\approx5.5$ times as many photons. That would exceed the assumed full well of 6000 electrons, so the light would have to be spread over several frames or pixels.

A simulation of 40 000 exposures, drawing photons and their detection at random with a 2 % common light fluctuation, gives a green noise of 4.51 %. The prediction from part (b) is $\sqrt{4.053^2+2^2}=4.52\,\%$.

## (f) Weak and strong overlap

**Find the gains for small $q$, and for $\delta=d/S\to0$. What colour does the noise take?**

**Solution.** For small $q$, the diagonal coefficients are $M_{22}\approx1+2q$ and $M_{11}\approx1+q$. Off-diagonal coefficients enter the variance squared, hence at order $q^2$. To first order $F_2\approx1+2q$ and $F_1=F_3\approx1+q$. At $w=25$ nm, where $q=0.056$, these give 1.11 and 1.06; the full values are 1.12 and 1.06.

For strong overlap, $q=e^{-\delta^2/2}\to1$ and $1-q^2=1-e^{-\delta^2}\to\delta^2$. Also $1+q^2\to2$, $1+q^4\to2$ and $r_i\to3$. With $a=(1,-2,1)^T$,

$$M\to\frac3{\delta^4}\begin{pmatrix}\tfrac12&-1&\tfrac12\\-1&2&-1\\\tfrac12&-1&\tfrac12\end{pmatrix}=\frac3{2\delta^4}\,aa^T .$$

The raw signals become equal, so all $v_i\to v$. The row norms give

$$F_2\to\frac{3\sqrt6}{\delta^4}=3\sqrt6\left(\frac Sd\right)^4,\qquad F_1=F_3\to3\sqrt{\frac32}\left(\frac Sd\right)^4 .$$

Since $a^Ta=6$, the leading covariance is

$$C\to\frac{9v}{4\delta^8}\,a(a^Ta)a^T=\frac{27v}{2\delta^8}\,aa^T .$$

Green is then fully anticorrelated with blue and red: the noise is green–magenta. For the colour difference $y_2-(y_1+y_3)/2$, the weight vector $g=(-\tfrac12,1,-\tfrac12)^T$ has $g^Ta=-3$. Its standard deviation is $\sqrt{27\cdot9/2}\,\sqrt v/\delta^4=\tfrac92\sqrt6\,\sqrt v/\delta^4$.

The mean of the three colours is orthogonal to $a$, so the next order is needed. The column sums of $Q^{-1}$ are

$$\frac{1-q}{(1-q^2)^2}\to\frac1{2\delta^2},\qquad\frac{1+q^4-2q}{(1-q^2)^2}\to\frac{-\delta^2}{\delta^4}=-\frac1{\delta^2},$$

for the outer and middle columns. Multiplying by $r_j/3\to1$ gives mean weights $(\tfrac12,-1,\tfrac12)/\delta^2$ and a standard deviation $\sqrt{3/2}\,\sqrt v/\delta^2$. The noise of this equal-weight mean grows as the square of $S/d$, green–magenta noise as its fourth power. The blue–red difference is also orthogonal to $a$ and grows only as the square. A luminance that gives green more than one third of the weight is not orthogonal to $a$, so its noise too ends up growing as the fourth power.

The fourth power has a direct origin. To order $\delta^2$, $Qa=-\delta^2\mathbf 1$: the change $a$ alters all channels equally. Adding a little white, $\delta^2\mathbf 1/3$, cancels this because $Q\mathbf 1\approx3\,\mathbf 1$. A raw change of order $\delta^4$ is all that remains.

At $S/d=10$ the computed green gain is 73 300, against 73 500 from the limiting law. At $w=45$ nm, where $S/d=0.68$, the law gives 1.55 instead of 2.34 and should not be used. The colour character is nevertheless visible there: the green–blue and green–red correlations are $-0.63$. The colour difference has 6.33 % noise, against $\sqrt{1.733^2+1.929^2/2}=2.2\,\%$ before correction. The mean has 1.12 %, against $\sqrt{1.733^2+2\times1.929^2}/3=1.08\,\%$.

## (g) Broader filters also collect more light

**Hold exposure and peak efficiency fixed. Does a broader filter help, and how far do the numbers carry over to a real sensor?**

**Solution.** The results for green are:

| $w$ (nm) | $q$ | Raw noise (%) | $F_2$ | Corrected noise (%) |
|---|---|---|---|---|
| 25 | 0.056 | 2.24 | 1.12 | 2.51 |
| 45 | 0.337 | 1.73 | 2.34 | 4.05 |
| 60 | 0.527 | 1.55 | 4.97 | 7.69 |
| 80 | 0.691 | 1.43 | 13.15 | 18.76 |

From 45 to 80 nm the raw noise falls while the corrected noise rises more than fourfold. As $w\to0$ the signal vanishes in proportion to $w$, and relative noise diverges. At large $w$ the gain grows as $w^4$ while the raw noise tends to a constant, if saturation is ignored: the white signals tend to 6300 electrons, slightly above the assumed full well. A best finite width must lie between. For the root-mean-square noise of the three colours it is 23 nm, with 2.45 %, against 3.53 % at 45 nm. This optimum belongs to narrow primaries aligned with the filters; it is not a filter design for natural spectra.

The 106 nm full width is of the order found in colour filter arrays, but real sensitivities are neither Gaussian nor equal, and the primaries are an idealization. Several omitted effects change the 4.05 % green noise at 45 nm. A 1 % spread of pixel gains raises it to 4.66 %. Electrical crosstalk that moves 5 % of each pixel's charge in total to its four nearest neighbours in a Bayer mosaic, with $M$ recalibrated, raises it to 4.44 %. Dark current of 20 electrons per second is negligible in 10 ms. Bilinear interpolation averages neighbouring pixels and lowers the noise to 2.2 % at a red site and 3.9 % at a green site, at the price of correlation between output pixels. Warm light with blue, green and red photon numbers scaled by 0.30, 0.65 and 1.00, with white balance and $M$ recalibrated for that light, raises blue noise from 3.2 % to 7.1 %. Fewer photons raise the raw blue noise from 1.9 % to 3.1 %, and the new matrix raises the gain from 1.7 to 2.3.

The restriction to three known spectra can matter as much as the noise. If the green primary moves by 5 nm towards longer wavelengths while $M$ and the white balance stay fixed, white acquires errors of $-4.8$, $-0.9$ and $+5.8\,\%$ in blue, green and red. Averaging pixels does not remove them. A new white balance restores white, because the rows of $M$ sum to one, but a patch lit by the green primary alone then still shows about $-4\,\%$ blue and $+4\,\%$ red.

At one fiftieth of the light, the green pixel holds 67 electrons. Its 12.5 % raw noise becomes 29 %, almost the same gain, because $M$ is unchanged and the ratios $v_i/v_k$ hardly change. Negative green values are then rare on grey, about 0.03 % in a Gaussian estimate; the skew of Poisson counts makes the true fraction about half of that. For a colour whose true green component is near zero they are frequent, and clipping them would bias the mean upward, outside the linear theory. The full set of values is in the numerical output.

## Table of computed values

```
Channel order in all triples: blue, green, red
Centres (nm): 460  530  600 ; primary sd (nm): 15.0
Peak QE: 0.7 ; read noise (e): 1.5
Photons per primary per pixel: 3000.0
Pitch (um): 1.0 ; exposure (ms): 10.0
Sensor irradiance: 34.2 uW/cm2
Assumed full well (e): 6000.0
By width w: neighbour overlap = normalized product integral
w=25 nm: overlap 0.141, q 0.0560, S/d 0.416
  raw (e): 1902  2002  1902 ; gains F: 1.061  1.122  1.061
  green noise raw 2.24 %, corrected 2.51 %; limit-law F 0.22
w=45 nm: overlap 0.546, q 0.3366, S/d 0.678
  raw (e): 2688  3333  2688 ; gains F: 1.680  2.340  1.680
  green noise raw 1.73 %, corrected 4.05 %; limit-law F 1.55
w=60 nm: overlap 0.712, q 0.5270, S/d 0.884
  raw (e): 3268  4185  3268 ; gains F: 3.099  4.972  3.099
  green noise raw 1.55 %, corrected 7.69 %; limit-law F 4.48
w=80 nm: overlap 0.826, q 0.6909, S/d 1.163
  raw (e): 3960  4916  3960 ; gains F: 7.547  13.153  7.547
  green noise raw 1.43 %, corrected 18.76 %; limit-law F 13.43
Main case w=45 nm, FWHM 106 nm; matrix M rows:
   1.542  -0.716  0.175
   -0.578  2.155  -0.578
   0.175  -0.716  1.542
Raw noise (%): 1.929  1.733  1.929
Corrected noise (%): 3.241  4.053  3.241
Correlations BG, BR, GR: -0.634, 0.338, -0.634
Noise of G-(R+B)/2: 6.33 %; of mean: 1.12 %
Least visible change with dG=1: -0.507  1.000  -0.507
Its white-balanced raw change: -0.131  0.394  -0.131
Simulation with 2 % flicker, 40000 trials:
  simulated noise (%): 3.793  4.508  3.805
  predicted noise (%): 3.808  4.520  3.808
Limit check S/d=10: green F 73304, law 73485
Best width: 23.3 nm; rms corrected noise 2.45 %
  rms at 45 nm 3.53 %, at 80 nm 14.60 %
Neglected effects at w=45 nm, corrected noise (%):
  gain spread 1 %: 3.664  4.663  3.664
  dark current 20 e/s (0.20 e): 3.241  4.054  3.241
  crosstalk 5 %: 3.546  4.444  3.546
  bilinear demosaic, red site: 1.646  2.245  3.043
  bilinear demosaic, green site: 2.454  3.897  2.454
  warm light, primary ratios 0.30  0.65  1.00 : 7.145  5.029  3.011
Green primary shifted 5 nm, colour error (%): -4.78  -0.90  5.81
Dim patch, 60 photons per primary: raw (e): 53.8  66.7  53.8
  green noise raw 12.5 %, corrected 29.1 %
  Gaussian chance of negative green: 0.030 %
```
